**Oxidation time from the linear-parabolic law**

For $A=0.226$ µm, $B=0.287$ µm²/h and zero offset, the program finds that an oxide of thickness $x=0.500$ µm needs $t=(x^2+Ax)/B=1.2648$ h. Here $B$ is the parabolic rate constant and $B/A$ the linear one. The program asserts that the flux and growth laws agree with a finite-difference solution of the steady diffusion problem, and that the time agrees with quadrature of the inverse numerical growth rate. It also asserts that the inverse formula agrees with forward integration in time. The delay due to stored oxidant is compared with a moving-boundary diffusion calculation at an enlarged ratio $C^*/N=0.01$, where $C^*$ is the equilibrium oxidant concentration and $N$ the number of oxidant molecules built into unit volume of oxide; both give 0.00397 h. With rough material data, the output shows increases in time of 22 % for a (100) surface, 9 % for a furnace 10 K colder and 11 % for a pressure 10 % lower. An initial oxide of 2 nm and the stored oxidant change the time by much less than 1 %.

## Program and output

```python
"""Linear-parabolic oxidation: x**2 + A*x = B*t for an initially bare surface.
Result under test: A = 0.226 um, B = 0.287 um^2/h, x = 0.500 um give t = 1.26 h.
x: oxide thickness; D: oxidant diffusivity in oxide; k: interface reaction rate;
h: gas-film transfer coefficient (inv_h = 1/h); Cs: equilibrium oxidant
concentration in oxide; N: oxidant molecules built into unit volume of oxide.
A = 2*D*(1/k + 1/h), B = 2*D*Cs/N. Lengths in um, times in hours."""
import itertools
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp


def oxidation_time(x, A, B, x_start=0.0):
    return (x**2 + A*x - x_start**2 - A*x_start) / B


def numerical_flux(x, D, k, inv_h, Cs, n=12):
    """Steady flux from a finite-difference solution of the diffusion problem."""
    dx = x / n
    M = np.zeros((n + 1, n + 1))
    rhs = np.zeros(n + 1)
    # gas film supplies the flux that enters the oxide
    M[0, 0] = 1 + inv_h*D/dx
    M[0, 1] = -inv_h*D/dx
    rhs[0] = Cs
    for j in range(1, n):
        M[j, j-1:j+2] = [1, -2, 1]
    # flux arriving at the interface is consumed by the reaction
    M[n, n-1] = 1
    M[n, n] = -1 - k*dx/D
    return k * np.linalg.solve(M, rhs)[n]


def numerical_time(x, D, k, inv_h, Cs, N, x_start=0.0):
    return quad(lambda s: N / numerical_flux(s, D, k, inv_h, Cs), x_start, x)[0]


def microscopic(A, B, ratio):
    """Parameters D, k, N with Cs = 1, no gas film and Cs/N = ratio."""
    D = B / (2*ratio)
    return D, 2*D/A, 1/ratio


def storage_delay(x, A, B, ratio):
    c = A / (A + 2*x)
    return ratio * x**2 / B * (1 + 2*c) / 3


def moving_boundary_time(x_start, x_end, A, B, ratio, n=40):
    """Time-dependent diffusion in a growing oxide, cells stretching with it."""
    D, k, N = microscopic(A, B, ratio)
    faces = np.arange(1, n) / n
    centres = (np.arange(n) + 0.5) / n

    def rhs(t, state):
        c, x = state[:-1], state[-1]
        dx = x / n
        g = 2*D/dx
        # interface balance: g*(c_last - ci) = k*ci + speed*ci, speed = k*ci/N
        ci = 2*g*c[-1] / (g + k + np.sqrt((g + k)**2 + 4*k*g*c[-1]/N))
        speed = k*ci/N
        flux = np.empty(n + 1)
        flux[0] = g*(1 - c[0])
        flux[1:n] = D*(c[:-1] - c[1:])/dx - faces*speed*(c[:-1] + c[1:])/2
        flux[n] = k*ci
        return np.append((flux[:-1] - flux[1:])/dx - c*speed/x, speed)

    def reached(t, state):
        return state[-1] - x_end
    reached.terminal = True
    c_interface = 1 / (1 + k*x_start/D)
    start = np.append(1 - (1 - c_interface)*centres, x_start)
    sol = solve_ivp(rhs, (0, 10), start, method="BDF", events=reached,
                    rtol=1e-8, atol=1e-10)
    assert sol.success and len(sol.t_events[0]) == 1
    return sol.t_events[0][0]


# Flux law and growth law, with all three resistances of similar size
D0, k0, h0, Cs0, N0 = 3.0, 7.0, 11.0, 0.6, 40.0
A0, B0 = 2*D0*(1/k0 + 1/h0), 2*D0*Cs0/N0
for x_test in (0.05, 0.5, 3.0):
    flux = numerical_flux(x_test, D0, k0, 1/h0, Cs0)
    assert np.isclose(flux, Cs0/(1/h0 + 1/k0 + x_test/D0), rtol=1e-9)
    assert np.isclose(flux/N0, B0/(A0 + 2*x_test), rtol=1e-9)
    assert np.isclose(numerical_time(x_test, D0, k0, 1/h0, Cs0, N0),
                      oxidation_time(x_test, A0, B0), rtol=1e-8)

# The requested oxide
A, B, x = 0.226, 0.287, 0.500
t = oxidation_time(x, A, B)
solubility = 3e19                       # cm^-3, rough value for water in oxide
oxide_density, oxide_molar_mass = 2.2, 60.08   # g/cm^3 (rough), g/mol
N_real = 2*oxide_density/oxide_molar_mass*constants.N_A
ratio = solubility / N_real
D, k, N = microscopic(A, B, ratio)
assert np.isclose(numerical_time(x, D, k, 0, 1, N), t, rtol=1e-8)
assert abs(t - 1.26) < 0.005

# Inverse formula against forward integration of the numerical growth rate
t_check = 1.26
x_check = A/2*(np.sqrt(1 + 4*B*t_check/A**2) - 1)
forward = solve_ivp(lambda s, y: [numerical_flux(y[0], D, k, 0, 1)/N],
                    (0, t_check), [1e-9], rtol=1e-9, atol=1e-12)
assert np.isclose(forward.y[0, -1], x_check, rtol=1e-6)

# Times allowed by rounding of the two constants in their third decimal
corners = [oxidation_time(x, A + a, B + b)
           for a, b in itertools.product((-0.0005, 0.0005), repeat=2)]

# Stored oxidant: enlarged ratio makes the delay clearly visible
ratio_test, x_begin = 0.01, 0.005
delay_numeric = (moving_boundary_time(x_begin, x, A, B, ratio_test)
                 - oxidation_time(x, A, B, x_begin))
delay_formula = (storage_delay(x, A, B, ratio_test)
                 - storage_delay(x_begin, A, B, ratio_test))
# neglected terms are of relative order ratio_test, plus a small grid error
assert abs(delay_numeric/delay_formula - 1) < 0.03
delay = storage_delay(x, A, B, ratio)

# Changed conditions: formula against quadrature with changed microscopic data
orientation = 1.7                       # rough ratio of linear rate constants
t_100 = oxidation_time(x, A*orientation, B)
assert np.isclose(t_100, numerical_time(x, D, k/orientation, 0, 1, N), rtol=1e-8)

T, cooling = 1000 + constants.zero_Celsius, 10.0
E_B, E_linear = 0.78, 2.05              # eV, rough activation energies
kB = constants.k / constants.e
inverse_shift = (1/(T - cooling) - 1/T) / kB
f_B, f_linear = np.exp(-E_B*inverse_shift), np.exp(-E_linear*inverse_shift)
t_cold = oxidation_time(x, A*f_B/f_linear, B*f_B)
assert np.isclose(t_cold, numerical_time(x, D*f_B, k*f_linear, 0, 1, N), rtol=1e-8)

pressure = 0.9
t_pressure = oxidation_time(x, A, B*pressure)
assert np.isclose(t_pressure, numerical_time(x, D, k, 0, pressure, N), rtol=1e-8)

x_native = 0.002
t_native = oxidation_time(x, A, B, x_native)
assert np.isclose(t_native, numerical_time(x, D, k, 0, 1, N, x_native), rtol=1e-8)

print(f"A = {A:.3f} um")
print(f"B = {B:.3f} um^2/h")
print(f"target thickness x = {x:.3f} um = {1000*x:.0f} nm")
print(f"x^2 = {x**2:.4f} um^2")
print(f"A x = {A*x:.4f} um^2")
print(f"x^2 + A x = {x**2 + A*x:.4f} um^2")
print(f"parabolic part x^2/B = {x**2/B:.4f} h")
print(f"linear part A x/B = {A*x/B:.4f} h")
print(f"oxidation time t = {t:.4f} h = {60*t:.1f} min")
print(f"time by numerical quadrature = {numerical_time(x, D, k, 0, 1, N):.4f} h")
print(f"range from rounding of A and B = {min(corners):.4f} to {max(corners):.4f} h")
print(f"thickness after {t_check:.2f} h = {x_check:.4f} um")
print(f"initial growth rate B/A = {B/A:.3f} um/h")
print(f"final growth rate B/(A+2x) = {B/(A + 2*x):.3f} um/h")
print(f"interface concentration / C* at the end = {A/(A + 2*x):.3f}")
print(f"temperature of the rough case = {T:.0f} K")
print(f"rough linear-rate ratio (111)/(100) = {orientation:.1f}")
print(f"rough activation energies: B {E_B:.2f} eV, B/A {E_linear:.2f} eV")
print(f"factors for {cooling:.0f} K colder: B {f_B:.3f}, B/A {f_linear:.3f}")
print(f"initial oxide considered = {x_native:.3f} um")
print(f"offset of that initial oxide = {t - t_native:.5f} h")
for label, value in (("(100) surface", t_100), ("10 K colder", t_cold),
                     ("pressure 10 % low", t_pressure),
                     ("initial oxide present", t_native)):
    print(f"{label}: t = {value:.3f} h, change {100*(value/t - 1):+.2f} %")
print(f"rough oxidant solubility C* = {solubility:.1e} cm^-3")
print(f"oxidant built into oxide N = {N_real:.2e} cm^-3")
print(f"C*/N = {ratio:.2e}")
print(f"delay from stored oxidant = {delay:.2e} h, change {100*delay/t:+.3f} %")
print(f"delay test at C*/N = {ratio_test:.2f}: moving boundary "
      f"{delay_numeric:.5f} h, formula {delay_formula:.5f} h")
print("all assertions hold")
```

Printed output:

```
A = 0.226 um
B = 0.287 um^2/h
target thickness x = 0.500 um = 500 nm
x^2 = 0.2500 um^2
A x = 0.1130 um^2
x^2 + A x = 0.3630 um^2
parabolic part x^2/B = 0.8711 h
linear part A x/B = 0.3937 h
oxidation time t = 1.2648 h = 75.9 min
time by numerical quadrature = 1.2648 h
range from rounding of A and B = 1.2617 to 1.2679 h
thickness after 1.26 h = 0.4989 um
initial growth rate B/A = 1.270 um/h
final growth rate B/(A+2x) = 0.234 um/h
interface concentration / C* at the end = 0.184
temperature of the rough case = 1273 K
rough linear-rate ratio (111)/(100) = 1.7
rough activation energies: B 0.78 eV, B/A 2.05 eV
factors for 10 K colder: B 0.945, B/A 0.862
initial oxide considered = 0.002 um
offset of that initial oxide = 0.00159 h
(100) surface: t = 1.540 h, change +21.79 %
10 K colder: t = 1.378 h, change +8.95 %
pressure 10 % low: t = 1.405 h, change +11.11 %
initial oxide present: t = 1.263 h, change -0.13 %
rough oxidant solubility C* = 3.0e+19 cm^-3
oxidant built into oxide N = 4.41e+22 cm^-3
C*/N = 6.80e-04
delay from stored oxidant = 2.70e-04 h, change +0.021 %
delay test at C*/N = 0.01: moving boundary 0.00397 h, formula 0.00397 h
all assertions hold
```
